# Two-Orbital Density Matrix: Symmetry Blocks, Density Ranks and Mutual Information, part 2

The problem is to obtain the density matrix of two orthonormal spatial orbitals $i$ and $j$ from particle densities, and then to use it to measure their correlation. The modes $1,2,3,4$ are $i\uparrow,i\downarrow,j\uparrow,j\downarrow$. Mode $p$ has creator $a_p^\dagger$ and number operator $n_p=a_p^\dagger a_p$. For a set $A$ of modes, $|A|$ is its size, $c_A^\dagger$ is the product of its creators in increasing order from left to right, and $c_A=(c_A^\dagger)^\dagger$.

All other orbitals form the environment, with occupied set $E$. The state is $|\Psi\rangle=\sum_{A,E}M_{AE}\,c_A^\dagger c_E^\dagger|\mathrm{vac}\rangle$, and $\rho_{AB}=\sum_E M_{AE}M_{BE}^{*}$. Spin projections are in units of $\hbar$. For fixed electron number $N$ and spin projection $S_z$,

$$\rho_{AB}=0\quad\text{unless}\quad N_A=N_B\ \text{and}\ S_A=S_B,\tag{2}$$

where $N_A$ and $S_A$ are the electron number and spin projection of $A$. This leaves 36 allowed elements.

A density of rank $r$ is an expectation value with $r$ creators and $r$ annihilators, without a factor $1/r!$. With $F=\{1,2,3,4\}\setminus(A\cup B)$, two derivations gave

$$\boxed{\rho_{AB}=\sum_{C\subseteq F}(-1)^{|C|}
\langle\Psi|c_B^\dagger c_C^\dagger c_Cc_A|\Psi\rangle .}\tag{6}$$

The operator route expands a transition operator in normally ordered strings of creators and annihilators, which are independent. For the empty pair, with $D_4=\langle n_1n_2n_3n_4\rangle$, it gives

$$\rho_{\varnothing\varnothing}=1-\sum_p\langle n_p\rangle+\sum_{p<q}\langle n_pn_q\rangle
-\sum_{p<q<r}\langle n_pn_qn_r\rangle+D_4.\tag{8}$$

The inversion route starts from the densities $G(C)=\langle\Psi|c_B^\dagger c_C^\dagger c_Cc_A|\Psi\rangle$ and inverts

$$G(C)=\sum_{C\subseteq K\subseteq F}R(K),\qquad
R(K)=s(A,K)s(B,K)\,\rho_{A\cup K,B\cup K}.\tag{12}$$

Here $K$ is the set of occupied spectator modes, and the sign $s(A,K)=\pm1$ is defined by $c_{A\cup K}^\dagger=s(A,K)\,c_A^\dagger c_K^\dagger$.

### What each derivation assumes

Both derivations need orthonormal orbitals and fermionic anticommutation. Neither needs fixed $S_z$ to establish (6); symmetry serves to remove elements and to ensure that $|A|=|B|$ in those that remain. Both extend to ensembles, because each side of (6) is linear in the full density matrix.

The operator route makes no use of a particular state until the final expectation value. It gives an operator identity, and the independence of the strings follows from it. The inversion route assumes that all the densities come from amplitudes of one common state, or from one ensemble. It gives a direct meaning to the alternating signs and, through (12), a way to resolve an ordinary density into contributions with specified spectators.

The difference matters when high-rank densities are approximated. Formula (6) can still be evaluated, but the starting assumption of the second route may fail. The resulting matrix then need not have nonnegative eigenvalues, and entropies computed from it need not be meaningful.

### Two states that only the four-particle density separates

Operator independence can be supplemented by a physical example. Take two environment orbitals and pair each configuration $A$ with the environment configuration that occupies the four complementary modes:

$$|\Phi\rangle=\sum_A\sqrt{w_A}\,c_A^\dagger c_{\bar A}^\dagger|\mathrm{vac}\rangle .$$

Here $\bar A$ is the complement of $A$, transferred to the environment. Every term has two up and two down electrons, so $N=4$ and $S_z=0$. Different $A$ have orthogonal environments, hence $\rho$ is diagonal with entries $w_A$.

In the first state all sixteen weights are $1/16$. In the second, the eight configurations with even $|A|$ have weight $1/8$ and the others have none. The weights differ by $(-1)^{|A|}/16$. The resulting difference in $\langle\prod_{p\in C}n_p\rangle$ is

$$\frac1{16}\sum_{K\supseteq C}(-1)^{|K|}
=\frac{(-1)^{|C|}}{16}(1-1)^{4-|C|},$$

which vanishes unless $|C|=4$. All off-diagonal densities on the pair vanish in both states. The two states thus agree in every pair density through rank three, while $D_4$ is $0.0625$ in one and $0.1250$ in the other. No function of the lower densities alone can distinguish them.

### One-orbital density matrices

To describe orbital $i$ alone, sum over the states of $j$. Write a pair configuration as $(a,b)$, with $a$ on $i$ and $b$ on $j$. Since the modes of $i$ come first,

$$(\rho_i)_{aa'}=\sum_b\rho_{ab,a'b}.$$

For orbital $j$, its operators must first be moved in front of those of $i$. This produces the factor $(-1)^{|a|(|b|+|b'|)}$ in the element between $b$ and $b'$. Symmetry requires $|b|=|b'|$, so the factor is 1.

The four states of one orbital have four different combinations of $N$ and $S_z$. Each one-orbital matrix is therefore diagonal. With $D=\langle n_\uparrow n_\downarrow\rangle$, the populations of the empty, up, down and doubly occupied states are

$$1-\langle n_\uparrow\rangle-\langle n_\downarrow\rangle+D,\quad
\langle n_\uparrow\rangle-D,\quad \langle n_\downarrow\rangle-D,\quad D .\tag{13}$$

They need densities only through rank two.

### Mutual information

The entropies are

$$S_i=-\operatorname{Tr}\rho_i\ln\rho_i,\qquad
S_{ij}=-\operatorname{Tr}\rho_{ij}\ln\rho_{ij},$$

where $\rho_{ij}$ is the matrix called $\rho$ above and $0\ln0=0$. The mutual information is defined by

$$\boxed{I_{ij}=S_i+S_j-S_{ij}.}\tag{14}$$

No factor $1/2$ is included. With natural logarithms the unit is the nat.

To see what $I_{ij}$ measures, compare $\rho_{ij}$ with the uncorrelated matrix $\sigma=\rho_i\otimes\rho_j$. The latter is diagonal with entries $p_aq_b$, the products of the one-orbital populations. Hence

$$\operatorname{Tr}\rho_{ij}\ln\sigma
=\sum_{ab}\rho_{ab,ab}(\ln p_a+\ln q_b)=-S_i-S_j,$$

and

$$I_{ij}=\operatorname{Tr}\rho_{ij}(\ln\rho_{ij}-\ln\sigma).\tag{15}$$

Let $|k\rangle$ be the eigenvectors of $\rho_{ij}$ with eigenvalues $r_k$, let $|m\rangle$ be those of $\sigma$ with eigenvalues $\sigma_m$, and set $w_{km}=|\langle m|k\rangle|^2$. If $\sigma_m=0$, a one-orbital population vanishes, so the corresponding diagonal element of $\rho_{ij}$ vanishes too. Positivity then gives $w_{km}=0$ for every $r_k>0$, and no infinite logarithm enters. Using $\ln x\ge1-1/x$ with $x=r_k/\sigma_m$,

$$I_{ij}=\sum_{r_k>0}\sum_mw_{km}r_k\ln\frac{r_k}{\sigma_m}
\ge\sum_{r_k>0}\sum_mw_{km}(r_k-\sigma_m)\ge0 .$$

The last step holds because the $r_k$ sum to 1 and the subtracted terms sum to at most 1. Equality requires $\sigma_m=r_k$ wherever $w_{km}>0$ and $r_k>0$, and it leaves no weight of $\sigma$ on the null vectors of $\rho_{ij}$. Both matrices then act identically on every $|k\rangle$, so $\rho_{ij}=\sigma$.

An orbital has four states, so $S_i\le\ln4$. Since $S_{ij}\ge0$, equation (14) gives $I_{ij}\le2\ln4\approx2.7726$ nat. The two-electron state

$$\tfrac12(c_{\{12\}}^\dagger+c_{\{14\}}^\dagger+c_{\{23\}}^\dagger+c_{\{34\}}^\dagger)|\mathrm{vac}\rangle$$

reaches the bound: the pair is pure, and each orbital has four equal populations.

Mutual information measures total correlation, classical and quantum. In the two diagonal examples above every one-orbital population is $1/4$. The first has $I=2\ln4-\ln16=0$. The second has $I=2\ln4-\ln8=\ln2\approx0.6931$ nat, although its $\rho_{ij}$ has no coherence. That value comes from the parity rule linking the occupations of the two orbitals.

### A stretched H4 chain

Consider four hydrogen atoms on a line, with neighbours 2.50 bohr apart. Full configuration interaction (FCI) in the STO-3G basis gives a total energy of $-2.056735$ hartree, against $-1.933287$ hartree for restricted Hartree–Fock (RHF). FCI here treats all electron configurations in this small basis. The basis error, nuclear motion and relativity are left out. The digits quoted below belong to this basis and are not converged values for the molecule. In cc-pVDZ the FCI energy is $-2.1728$ hartree, about $0.12$ hartree lower. With orthogonalized intrinsic atomic orbitals, which reduce to the local orbitals used below in STO-3G, the mutual informations between atoms move by up to about $0.04$ nat, and the largest population moves from $0.338$ to $0.310$.

Use symmetrically orthogonalized atomic orbitals and select those of the first two atoms. Let 0, u, d and 2 denote an empty, up, down and doubly occupied orbital. The largest populations are $0.3379$ for each of ud and du, $0.1024$ for 20 and $0.0990$ for 02. The pair mostly holds two electrons of opposite spin, more often on different atoms than on the same one.

The density ranks in (8) contribute

$$1-2.000000+1.051127-0.051127+0.000032=0.000032$$

to the empty-pair population. The terms below rank four cancel. With four electrons in four orbitals, an empty left pair means a full right pair. Mirror symmetry makes that as probable as a full left pair, whose population is $D_4$. The four-particle density is small here, but it supplies the entire empty-pair population. This cancellation needs exactly four orbitals in total. In cc-pVDZ the electrons have further orbitals to occupy, and the empty-pair population rises to about $0.0034$ while $D_4$ stays near $0.00003$.

Equation (12) also resolves the density $\langle a_3^\dagger a_1\rangle$, which describes an up electron shared between the two orbitals. The contributions with no down electron, one on $i$, one on $j$, and one on each are

$$0.009851+0.184056+0.181133+0.010764\approx0.38580 .$$

The second and fourth are minus the matrix elements between 20 and du, $-0.184056$, and between 2d and d2, $-0.010764$, because $s(B,K)=-1$ when $K$ contains mode 2. The element between 2d and d2 equals the one between 2u and u2, also $-0.010764$: exchanging up and down spins changes the singlet ground state by at most a phase, and it turns 2u into $-$2d and u2 into $-$d2. Sharing takes place mainly while one down electron is present.

The ground state is a total singlet. A global spin rotation leaves it unchanged, and the environment part of that rotation cancels in $\rho_{ij}$, which is therefore unchanged by rotating the pair spin alone. The three triplet states must have equal weight. The triplet with zero projection is $(\mathrm{ud}+\mathrm{du})/\sqrt2$, with weight

$$0.337881-0.327503=0.010378,$$

equal to the population of uu, $0.010378$.

The largest eigenvalue of $\rho_{ij}$ is $0.8658$, in the four-dimensional block. The entropies give

$$I_{12}=1.2238+1.2879-0.6503=1.8614\ \text{nat}=2.6854\ \text{bit}.$$

Here the subscripts number the atoms. If the off-diagonal elements are deleted, the value falls to $0.7940$ nat. In this orbital basis the coherences thus account for $1.0674$ nat of the total.

The other FCI values in nats are $I_{23}=0.3590$, $I_{14}=0.2308$ and $I_{13}=I_{24}=0.0735$, while $I_{34}=I_{12}$. The chain is equally spaced, yet the outer neighbour pairs are far more correlated than the central one. Nor do the values fall steadily with distance: the two end atoms have a larger value than second neighbours. The ordering survives in cc-pVDZ, where $I_{12}=1.86$, $I_{23}=0.36$, $I_{14}=0.27$ and $I_{13}=0.05$.

The RHF determinant in the same local orbitals has $I_{12}=2.1701$ nat, more than the FCI state. In its own canonical orbitals every mode is either occupied or empty, all entropies vanish, and so does every $I_{ij}$. For the FCI state in canonical orbitals the largest value is $0.7385$ nat, between the highest occupied and lowest unoccupied orbitals. This number depends strongly on the basis, because the canonical virtual orbitals do; the value for that pair is about $0.57$ nat in 6-31G and $0.48$ nat in cc-pVDZ. A large mutual information is therefore not by itself evidence that a state differs from a determinant; the orbitals must be stated with the number.

The numerical check compares matrices built from amplitudes with those built from densities, both for this chain and for random complex states.

## Numbers as computed

```
Block sizes (N,2Sz): {(0, 0): 1, (1, -1): 2, (1, 1): 2, (2, -2): 1, (2, 0): 4, (2, 2): 1, (3, -1): 2, (3, 1): 2, (4, 0): 1}
Allowed elements: 36
Elements by highest density rank: {2: 4, 3: 16, 4: 16}
All-A state: D4 = 0.0625, I = 0.0000 nat
Even-A state: D4 = 0.1250, I = 0.6931 nat
Maximum-I state: I = 2.7726 nat
H4 spacing = 2.50 bohr, basis STO-3G
RHF energy = -1.933287 hartree
FCI energy = -2.056735 hartree
Local orbitals 1,2; 0 empty, u up, d down, 2 double
Population 00 = 0.000032
Population u0 = 0.020753
Population 0u = 0.004747
Population uu = 0.010378
Population 20 = 0.102436
Population ud = 0.337881
Population du = 0.337881
Population 02 = 0.098983
Population 2u = 0.006024
Population u2 = 0.019476
Population 22 = 0.000032
Element u0,0u = 0.009851
Element 20,ud = 0.184056
Element 20,du = -0.184056
Element 20,02 = 0.099746
Element ud,du = -0.327503
Element ud,02 = 0.181133
Element du,02 = -0.181133
Element 2u,u2 = -0.010764
Sum of rank-0 diagonal densities = 1.000000
Sum of rank-1 diagonal densities = 2.000000
Sum of rank-2 diagonal densities = 1.051127
Sum of rank-3 diagonal densities = 0.051127
Sum of rank-4 diagonal densities = 0.000032
Eigenvalues N=0, 2Sz=0: 0.000032
Eigenvalues N=1, 2Sz=1: 0.000057 0.025443
Eigenvalues N=2, 2Sz=0: 0.000007 0.000963 0.010378 0.865834
Eigenvalues N=2, 2Sz=2: 0.010378
Eigenvalues N=3, 2Sz=1: 0.000057 0.025443
Eigenvalues N=4, 2Sz=0: 0.000032
Orbital 1 populations 0,d,u,2: 0.108508 0.388488 0.388488 0.114517
Orbital 2 populations 0,d,u,2: 0.143975 0.359029 0.359029 0.137966
S1 = 1.223776 nat, S2 = 1.287861 nat
S12 = 0.650259 nat
I12 = 1.861378 nat = 2.685400 bit
I12 without off-diagonal elements = 0.793955 nat
Pair order: 12 13 14 23 24 34; I in nat
FCI local: 1.8614 0.0735 0.2308 0.3590 0.0735 1.8614
RHF local: 2.1701 0.0000 0.2740 0.2740 0.0000 2.1701
FCI canonical: 0.3083 0.2929 0.3523 0.7385 0.2744 0.3037
RHF canonical: 0.0000 0.0000 0.0000 0.0000 0.0000 0.0000
```
